# Zero-order leakage and unequal fringes from an over-etched phase mask

**Question**

I print a line grating by near-field interference. A 355 nm laser beam passes at normal incidence through a fused-silica phase mask with a period of 600 nm, and the first orders on either side interfere in the resist, giving fringes every 300 nm. Grooves and ridges have equal width, and the etch depth was meant to give a phase step of $\pi$. The etch came out 5 percent too deep.

How much light goes into the zero order, and how unequal do neighbouring fringes become? I tried adding a constant field to the cosine of the two first orders. That makes every second fringe brighter, but by an amount that doesn't depend on the gap between mask and resist. I am told that the gap matters, and even decides which set of fringes is the brighter one. What is missing?

**Answer**

What is missing is the phase of the leaked wave. It leaves the mask with a phase of its own relative to the first-order pair, a quarter cycle if the mask is thin, and it then propagates with a different phase velocity along the normal. I first treat the mask as a thin phase screen, which isolates the effect of the depth error. At your short period that model is poor, so a rigorous calculation follows.

**From depth to order amplitudes**

Let the period be $p$, the vacuum wavelength $\lambda$ and the mask index $n$. Light crossing a ridge travels the depth $d$ in silica instead of air, so it gains the phase

$$\phi=\frac{2\pi(n-1)d}{\lambda}.$$

Setting $\phi=\pi$ gives the nominal depth $d_\pi=\lambda/[2(n-1)]$. With the rough value $n=1.48$ this is $355/0.96=369.8$ nm. The actual depth is 388.3 nm, or 18.5 nm too much. Writing $d=(1+e)d_\pi$ with $e=0.05$, we have $\phi=\pi(1+e)$, which is 189°.

I use the time factor $e^{-i\omega t}$, so a forward wave is $e^{ikz}$ with $k=2\pi/\lambda$. Put $x=0$ at a groove centre and $z=0$ at the ridge tops. Apart from a common factor, the thin-mask transmission is 1 for $|x|<p/4$ and $e^{i\phi}$ over the rest of the period. With $K=2\pi/p$, its Fourier amplitudes are

$$c_m=\frac1p\int_{-p/2}^{p/2}t(x)e^{-imKx}\,dx .$$

Write $t=e^{i\phi}+(1-e^{i\phi})g$, where $g$ is 1 in the groove and 0 elsewhere. The constant contributes to $m=0$ alone, and

$$\frac1p\int_{-p/4}^{p/4}e^{-imKx}\,dx=\frac{\sin(m\pi/2)}{m\pi}\quad(m\neq0),$$

while for $m=0$ the integral gives $1/2$. Therefore

$$c_0=\frac{1+e^{i\phi}}2,\qquad c_{\pm1}=\frac{1-e^{i\phi}}\pi,$$

and the even nonzero orders vanish. Now take out a factor $u=e^{i\phi/2}$:

$$c_0=u\cos\frac\phi2,\qquad 2c_1=-\frac{4i}{\pi}\,u\sin\frac\phi2 .$$

Since $\phi/2=\pi/2+\pi e/2$, we have $\cos(\phi/2)=-\sin(\pi e/2)$ and $\sin(\phi/2)=\cos(\pi e/2)$. With

$$a=\sin\frac{\pi e}{2},\qquad b=\frac4\pi\cos\frac{\pi e}{2},$$

the amplitudes become

$$c_0=-ua,\qquad 2c_1=-iub .$$

The factor $i$ is the quarter-cycle shift that your sum left out.

The zero order travels along the normal, so its power relative to the incident power is

$$\eta_0=|c_0|^2=\sin^2\frac{\pi e}{2}=(0.07846)^2=0.00616,$$

or 0.62 percent in this model. For small $e$ it is approximately $(\pi e/2)^2$, quadratic in the depth error.

**What the gap does**

Order $m$ has the normal wave number $\sqrt{k^2-m^2K^2}$. Here $\lambda/p=0.592$, so the first orders propagate, at 36.3° to the normal. For the second order $2\lambda/p=1.18$ exceeds 1, so it and all higher orders are evanescent. At gaps near 10 µm they are negligible.

Let the electric field be parallel to the lines, so that the fields add as scalars. With $k_1=\sqrt{k^2-K^2}$,

$$E=c_0e^{ikz}+c_1\left(e^{iKx}+e^{-iKx}\right)e^{ik_1z}
=-u\left[a e^{ikz}+ib\cos(Kx)e^{ik_1z}\right].$$

Only the phase difference $\theta=(k-k_1)z$ affects the intensity. Taking out $e^{ik_1z}$ and writing $C=\cos Kx$,

$$I=|ae^{i\theta}+ibC|^2
=a^2+b^2C^2+2abC\,\mathrm{Re}\left(-ie^{i\theta}\right).$$

Because $-ie^{i\theta}=\sin\theta-i\cos\theta$,

$$I=a^2+b^2C^2+2abC\sin\theta ,$$

in units of the incident intensity. Completing the square shows where the extrema lie:

$$I=(bC+a\sin\theta)^2+a^2\cos^2\theta .$$

Since $a<b$, the peaks stay at $C=\pm1$, below the groove and ridge centres. The dark minima lie at $C=-(a/b)\sin\theta$ and have intensity $a^2\cos^2\theta$. The two peaks are

$$I_g=a^2+b^2+2ab\sin\theta,\qquad I_r=a^2+b^2-2ab\sin\theta,$$

with $g$ for groove and $r$ for ridge. I define the inequality as half the peak difference divided by the mean peak:

$$D=\frac{I_g-I_r}{I_g+I_r}=\frac{2ab}{a^2+b^2}\sin\frac{2\pi z}{z_T}.$$

The distance $z_T$ follows from $\theta=2\pi$:

$$z_T=\frac{2\pi}{k-k_1}=\frac{\lambda}{1-\sqrt{1-(\lambda/p)^2}} .$$

This is the Talbot distance for the zero and first orders, without the paraxial approximation. Here it is 1832 nm.

At $\theta=0$ the leaked field is in quadrature with the pair, and the cross term vanishes. After a quarter of $z_T$ the fields are in phase below the grooves and opposed below the ridges. Your sum with a positive real constant describes this gap and those a whole number of Talbot distances from it, but no others. After half of $z_T$ the fringes are equal again, and then the ridge fringes become the brighter set. In this thin-mask model, an etch that is too shallow has $e<0$, hence $a<0$, and reverses the pattern.

**The size of the inequality**

With $a=0.0785$ and $b=1.2693$, the largest value is

$$D_{\max}=\frac{2(0.0785)(1.2693)}{0.0785^2+1.2693^2}=0.123 .$$

The peaks at the worst gap are $(b+a)^2=1.82$ and $(b-a)^2=1.42$, a ratio of 1.28. Each differs from their mean by 12.3 percent.

For small $e$, $a\approx\pi e/2$ and $b\approx4/\pi$, so

$$D_{\max}\approx\frac{2a}{b}\approx\frac{\pi^2e}{4}\approx\frac\pi2\sqrt{\eta_0}.$$

The leaked power is quadratic in the depth error, but the inequality is linear, because it comes from interference with a strong field. In the thin-mask model, halving the depth error divides the leak by about four and the inequality by about two.

For a gap of 10,000 nm, $z/z_T=5.460$. Dropping the five whole cycles leaves $\theta=165.5^\circ$, so $D=0.123\times0.250=0.031$. Other gaps give:

| Gap (nm) | $D$ (%) |
|---:|---:|
| 9200 | +1.8 |
| 9600 | +12.3 |
| 10000 | +3.1 |
| 10500 | −12.2 |
| 11000 | +0.4 |

A worst gap lies at $5.25z_T=9616$ nm, and the next equal-fringe gap at $5.5z_T=10074$ nm. Near an equal-fringe gap, $|D|\approx D_{\max}\,2\pi|\Delta z|/z_T$. Keeping it below 1 percent in this model requires

$$|\Delta z|<\frac{0.01}{0.123}\,\frac{1832\ \mathrm{nm}}{2\pi}\approx24\ \mathrm{nm}.$$

If the gap is instead swept at uniform speed through a whole number of Talbot distances, $\sin\theta$ averages to zero. The accumulated dose is then proportional to $a^2+b^2\cos^2Kx$, which has equal peaks. This ignores reflections between wafer and mask, and it assumes that the resist responds to the summed dose and that the mask doesn't move sideways.

**What it does to linewidth**

Take a resist that switches sharply at the intensity $b^2/2=0.806$, half the peak of the first-order pair alone. At the worst gap $\sin\theta=1$, so $I=(a+bC)^2$. The exposed regions satisfy

$$C>\frac1{\sqrt2}-\frac ab\quad\text{(groove)},\qquad
-C>\frac1{\sqrt2}+\frac ab\quad\text{(ridge)}.$$

A fringe edge at distance $x$ from its peak gives a full width $2x$, and $x=\arccos(\cdot)/K$. Hence

$$w_{g,r}=\frac p\pi\arccos\left(\frac1{\sqrt2}\mp\frac ab\right).$$

With $a/b=0.0618$, the widths are 166 nm below the grooves and 132 nm below the ridges. At the same threshold and the same $b$, the width without a leak would be $p/4=150$ nm. The repeat distance of the printed pattern is therefore 600 nm, although its lines are centred every 300 nm. Acid diffusion and a gradual resist response are left out.

**How far this describes your real mask**

The index is a rough value for silica in the ultraviolet. With 1.476 instead of 1.48 and the same geometry, the entries in the table below move by up to about 0.3 percentage points in zero order, 0.7 points in $D$ and 9° in $\delta$. The thin-screen assumption fails badly here. The grooves are deeper than one wavelength and the period is only 1.69 wavelengths, so light spreads between groove and ridge before it leaves the relief. I therefore solved Maxwell's equations for the rectangular profile by the coupled-wave method, with the electric field along the lines and no wafer.

Let the rigorous amplitudes be $t_0$ and $t_{\pm1}=t_1$. The same three-wave sum gives

$$D=\frac{4|t_0t_1|}{|t_0|^2+4|t_1|^2}\cos(\theta+\delta),\qquad
\delta=\arg(t_0t_1^*) .$$

The thin mask has $\delta=-90^\circ$, which restores $\sin\theta$. The gap period is unchanged, since it depends on propagation in air, but the amplitude and the positions of the equal gaps change:

| Mask | Zero order (%) | Largest $D$ (%) | $\delta$ |
|---|---:|---:|---:|
| Half duty, $d_\pi$ | 15.6 | 50.8 | 158° |
| Half duty, 5% deeper | 13.9 | 47.9 | 170° |
| Tuned | 0.79 | 11.3 | −177° |
| Tuned, 5% deeper | 1.36 | 14.8 | −136° |

These values use 29 orders; with 161 orders they move by up to about 0.01 percentage points in zero order, 0.02 points in $D$ and 0.1° in $\delta$. The zero order is given here as a share of transmitted power. On that basis the thin-mask leak is 0.94 percent rather than 0.62, because the propagating orders carry only

$$0.0062+2(0.403)\cos36.3^\circ=0.656$$

of the incident power in that model.

With the electric field along the lines, your half-duty mask thus sends about 14 percent of its transmitted light into the zero order, and at the nominal depth it would send even more. The etch error is not the main cause of the leak, and here it slightly reduces it. The worst inequality is about 48 percent, and keeping it below 1 percent near an equal-fringe gap requires holding the gap to about 6 nm, not 24 nm. With the threshold again at half the peak of the first-order pair alone, the linewidths at the worst gap would be roughly 210 and 50 nm, instead of the 166 and 132 nm of the thin mask. The gaps move too: at a thin-mask worst gap with $\theta=90^\circ$, the rigorous result is $0.479\cos(259.7^\circ)=-0.086$, well below the maximum in size.

The tuned mask is the best one found in a search for the weakest zero order with the electric field along the lines, over groove fractions from 0.2 to 0.8 and depths from about 220 to 630 nm; it is a local optimum, not a global one. It is no remedy for the other polarization, for which it sends about 20 percent of the transmitted light into the zero order. Its grooves fill 76 percent of the period and are 446 nm deep. A much deeper mask, near 1280 nm with grooves filling 72 percent, leaks slightly less, about 0.7 percent. In the tuned mask some leak remains, so a further 5 percent of depth adds a new field to an existing one, and the powers can't simply be subtracted.

The size of the added field can be recovered from the table. Let $r=|t_0|/(2|t_1|)$, so that $D_{\max}=2r/(1+r^2)$. This gives $r=0.057$ before and $r=0.074$ after the extra etch, with relative phases 41° apart. The change in the complex ratio has magnitude

$$\sqrt{0.057^2+0.074^2-2(0.057)(0.074)\cos41^\circ}\approx0.049 .$$

The extra depth here is 5 percent of 446 nm, or 22.3 nm. For the same 22.3 nm beyond $d_\pi$, the thin mask has $e=0.0603$ and $a/b=(\pi/4)\tan(\pi e/2)=0.075$. For this tuned mask, then, the thin screen overestimates the sensitivity to depth by about half, and it doesn't give the total leak.

The thin result is recovered for wide periods. At the same depth and half duty, the larger of the errors in the zero- and first-order amplitudes, after removal of the common surface transmission, is about 0.033 at a period of 20.3 wavelengths and 0.008 at 80.3 wavelengths. The first is still not small beside $a=0.078$. At such periods many more orders propagate, so the three-wave formula for $D$ no longer applies.

**Resist and reflections**

Refraction also matters. For a rough resist index of 1.7, the surface transmits the oblique first orders less well than the zero order. This raises the thin-mask $D_{\max}$ from 12.3 to 13.6 percent just inside the film. Across 300 nm of resist, $\theta$ advances by another 32°. Fringes that are equal at the top surface therefore differ at the bottom by

$$|D|=0.136\sin32^\circ\approx0.07,$$

if absorption and reflection from the substrate are ignored. This value is for the thin-mask leak; the rigorous amplitudes of your half-duty mask give about 0.28. No single gap equalizes the fringes through the whole film.

Finally, light can reflect from the resist and again from the mask. Treat both as flat surfaces. The first orders meet them at 36.3° to the normal, and with the electric field along the lines they return with the amplitude factor

$$\frac{1.594-0.806}{1.594+0.806}\,\frac{1.357-0.806}{1.357+0.806}=0.084 .$$

Here 1.594, 1.357 and 0.806 are the normal wave numbers in resist, silica and air, in units of $k$. For the first-order pair this is a field of 0.106, larger than the thin-mask leak of 0.078. Flat surfaces would return it as a cosine of the same period, which by itself doesn't make neighbouring peaks unequal. The real mask surface also diffracts the returning light, and whatever part it sends along the normal adds to the zero order and can raise or lower the inequality, depending on its phase. The size of that part is not calculated here, but it can't be assumed negligible, so the inequalities above may change when a reflecting wafer is present.

## Values computed for the example and the checks

```
wavelength 355 nm, period 600 nm, mask index 1.48
pi depth 369.8 nm, etched depth 388.3 nm, excess 18.5 nm
phase step 189.0 deg
zero-order amplitude a 0.07846, first-order pair b 1.26931
zero-order power fraction 0.616 %
each first-order squared amplitude 40.28 %
first-order angle 36.28 deg
Talbot distance 1831.6 nm, half 915.8 nm, quarter 457.9 nm
largest inequality D 12.32 %, small-error estimate 12.34 %
largest peak ratio 1.2809
peaks at worst gap: groove 1.8165, ridge 1.4181
worst gap 9616 nm, next equal gap 10074 nm
gap 9200 nm: D +1.76 %
gap 9600 nm: D +12.30 %
gap 10000 nm: D +3.09 %
gap 10500 nm: D -12.24 %
gap 11000 nm: D +0.43 %
dark floor at equal gap 0.00616 of incident intensity
threshold 0.8056 of incident intensity
worst-gap widths: groove 166.0 nm, ridge 132.5 nm, difference 33.6 nm
width without leak 150.0 nm
thin-limit amplitude error: period 20.3 wavelengths 0.0323, 80.3 wavelengths 0.0081
tuned groove fraction 0.7562, depth 446.1 nm
rigorous TE: zero-order share of transmitted power, D amplitude, phase
  half duty, pi depth: 15.593 %, 50.79 %, 157.7 deg
  half duty, 5% deeper: 13.922 %, 47.94 %, 169.7 deg
  tuned mask: 0.794 %, 11.32 %, -177.2 deg
  tuned mask, 5% deeper: 1.355 %, 14.80 %, -136.3 deg
resist index 1.7, thickness 300 nm
D amplitude just inside resist 13.57 %
theta advance through resist 32.3 deg
mask-wafer echo amplitude factor 0.0502
echo of first-order pair 0.0637, compared with a 0.0785
```
